# Hydrogen before a perfect conductor: from image force to retarded attraction: test program

```python
"""
Hydrogen atom at distance z from a plane perfect conductor, zero temperature.
Result under test:
  U(z) = -hbar/(16 pi^2 eps0 z^3) Int_0^inf dxi alpha(i xi) exp(-2x)(1+2x+2x^2),
  x = xi z/c, with the limits
  U = -C3/z^3,  C3 = e^2 <r^2>/(48 pi eps0)          (1/4 in atomic units)
  U = -C4/z^4,  C4 = 3 hbar c alpha(0)/(32 pi^2 eps0)
alpha is the SI polarizability; alpha/(4 pi eps0) is the polarizability volume.
Internal work is in atomic units (hbar = m = e = 4 pi eps0 = 1, c = 1/fine structure).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

c_au = 1.0 / const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]

# ---------- electrostatic image energy of nucleus (+1) and electron (-1) ----------
def image_energy(z, zeta, rho):
    return (-1 / (4 * z) - 1 / (4 * (z + zeta))
            + 1 / np.sqrt((2 * z + zeta) ** 2 + rho ** 2))

def normal_force(z, zeta, rho):
    """Total force along the normal on the real charges, from their images."""
    charges = [(1.0, z, 0.0), (-1.0, z + zeta, rho)]
    force = 0.0
    for q1, h1, s1 in charges:
        for q2, h2, s2 in charges:
            distance = np.sqrt((h1 + h2) ** 2 + (s1 - s2) ** 2)
            force += q1 * (-q2) * (h1 + h2) / distance ** 3
    return force

work = quad(lambda h: normal_force(h, 0.7, 0.5), 2.0, np.inf, epsabs=1e-12)[0]
assert abs(work - image_energy(2.0, 0.7, 0.5)) < 1e-8

t, zeta_s, rho_s = sp.symbols("t zeta rho", positive=True)   # t = 1/z
scaled = (-sp.Rational(1, 4) - 1 / (4 * (1 + zeta_s * t))
          + 1 / sp.sqrt((2 + zeta_s * t) ** 2 + rho_s ** 2 * t ** 2))
orders = [sp.simplify(sp.diff(scaled, t, n).subs(t, 0) / sp.factorial(n))
          for n in range(3)]
assert orders[0] == 0 and orders[1] == 0
assert sp.simplify(orders[2] + (rho_s ** 2 + 2 * zeta_s ** 2) / 16) == 0

# ---------- 1s averages and the full image energy averaged over 1s ----------
def mean_power(n):
    return quad(lambda r: 4 * r ** (n + 2) * np.exp(-2 * r), 0, 60,
                epsabs=1e-12, limit=200)[0]

r2, r3, r4, r6 = (mean_power(n) for n in (2, 3, 4, 6))
C3 = r2 / 12
assert abs(C3 - 0.25) < 1e-9

z_test = 20.0
gx, gw = np.polynomial.legendre.leggauss(100)
# r < 0.9 z leaves out only a density of order exp(-36)
r = 0.45 * z_test * (gx + 1)
wr = 0.45 * z_test * gw
R, M = np.meshgrid(r, gx, indexing="ij")
density = 2 * R ** 2 * np.exp(-2 * R)      # 4 r^2 exp(-2r) times 1/2 for the angle
mean_image = wr @ (density * image_energy(z_test, R * M, R * np.sqrt(1 - M ** 2))) @ gw
C3_image_20 = -z_test ** 3 * mean_image
predicted = C3 + r4 / (20 * z_test ** 2) + r6 / (28 * z_test ** 4)
assert abs(C3_image_20 - predicted) < 1e-5   # next term is about 3e-6

# ---------- p-wave states of hydrogen in a Laguerre basis ----------
n_basis = 30
nodes, weights = roots_laguerre(60)
rad = nodes / 2                               # weight exp(-2r) is in the rule
wq = weights / 2
poly, slope = [], []                          # u = exp(-r)*poly, u' = exp(-r)*slope
for k in range(n_basis):
    norm = np.exp(0.5 * (5 * np.log(2) + gammaln(k + 1) - gammaln(k + 5)))
    P = eval_genlaguerre(k, 4, 2 * rad)
    dP = -2 * eval_genlaguerre(k - 1, 5, 2 * rad) if k > 0 else 0 * rad
    poly.append(norm * rad ** 2 * P)
    slope.append(norm * (2 * rad * P - rad ** 2 * P + rad ** 2 * dP))
poly, slope = np.array(poly), np.array(slope)
overlap = (poly * wq) @ poly.T
assert np.max(np.abs(overlap - np.eye(n_basis))) < 1e-8
H = 0.5 * (slope * wq) @ slope.T + (poly * (wq * (1 / rad ** 2 - 1 / rad))) @ poly.T
energies, vectors = np.linalg.eigh((H + H.T) / 2)
omega = energies + 0.5                        # excitation energies from 1s
dipole = vectors.T @ (poly @ (wq * 2 * rad ** 2))
gradient = vectors.T @ (poly @ (wq * (-2 * rad)))
assert abs(energies[0] + 0.125) < 1e-8        # 2p level
assert np.max(np.abs(gradient + omega * dipole)) < 1e-7
assert abs(np.sum(dipole ** 2) - r2) < 1e-8   # closure
sum_rule = 2 / 3 * np.sum(omega * dipole ** 2)
assert abs(sum_rule - 1) < 1e-8

alpha0 = 2 / 3 * np.sum(dipole ** 2 / omega)
alpha_first_order = 2 * (r2 / 3 + r3 / 6)     # 2 <zeta^2 (1 + r/2)>
assert abs(alpha0 - alpha_first_order) < 1e-7
assert abs(alpha0 - 4.5) < 1e-7

# ---------- imaginary-frequency formula ----------
log_xi = np.linspace(np.log(1e-10), np.log(1e8), 6001)
xi = np.exp(log_xi)
step = log_xi[1] - log_xi[0]
alpha_xi = 2 / 3 * np.sum((omega * dipole ** 2)[:, None]
                          / (omega[:, None] ** 2 + xi ** 2), axis=0)

def shift(z):
    x = xi * z / c_au
    factor = np.exp(-2 * x) * (1 + 2 * x + 2 * x ** 2)
    return -np.sum(xi * alpha_xi * factor) * step / (4 * np.pi * z ** 3)

C3_frequency = np.sum(xi * alpha_xi) * step / (4 * np.pi)
assert abs(C3_frequency - C3) < 1e-6
C4 = 3 * c_au * alpha0 / (8 * np.pi)
z_far = 1e5
assert abs(-shift(z_far) * z_far ** 4 / C4 - 1) < 1e-3
# small-z limit of the formula itself: first retardation correction
z_near = 0.5
first_correction = (C3 + shift(z_near) * z_near ** 3) * 4 * np.pi * c_au / z_near
assert abs(first_correction - 1) < 0.02

# ---------- field modes in front of the wall ----------
X, Z, kap, kz = sp.symbols("X Z kappa k_z", positive=True)
kk = sp.sqrt(kap ** 2 + kz ** 2)
wave = sp.exp(sp.I * kap * X)
TM = (sp.I * kz / kk * sp.sin(kz * Z) * wave, -kap / kk * sp.cos(kz * Z) * wave)
assert sp.simplify(sp.diff(TM[0], X) + sp.diff(TM[1], Z)) == 0
assert TM[0].subs(Z, 0) == 0
TM_fun = sp.lambdify((X, Z, kap, kz), TM, "numpy")

def G(q):
    return -(2 * np.sin(q) / q + 4 * np.cos(q) / q ** 2 - 4 * np.sin(q) / q ** 3)

for q in (0.6, 3.0, 11.0):
    k_now = q / 2                             # at z = 1
    ex, ez = TM_fun(0.3, 1.0, k_now * np.sqrt(1 - gx ** 2), k_now * gx)
    intensity = np.sin(k_now * gx) ** 2 + np.abs(ex) ** 2 + np.abs(ez) ** 2
    assert abs(gw @ (intensity - 1) - G(q)) < 1e-10

# damped integrals over real k, in units of 1/z, extrapolated to zero damping
px, pw = np.polynomial.legendre.leggauss(16)
k_grid = (np.arange(4000)[:, None] + (px + 1) / 2).ravel()
k_weight = np.tile(pw / 2, 4000)

def undamped(values):
    f1, f2, f3 = (np.sum(k_weight * values * np.exp(-eta * k_grid))
                  for eta in (0.04, 0.02, 0.01))
    return (f1 - 6 * f2 + 8 * f3) / 3

G_grid = G(2 * k_grid)
fluctuation = undamped(k_grid ** 3 * G_grid)
assert abs(fluctuation - 0.75) < 2e-3         # extrapolation error of third order

# Coulomb gauge: image energy + (p.A in second order and A^2 in first order)
z20 = 20e-9 / a0
frequency = c_au * k_grid / z20
bracket = np.full_like(k_grid, 0.5)
for w_n, g_n in zip(omega, gradient):
    bracket -= g_n ** 2 / (3 * (w_n + frequency))
U_transverse = undamped(k_grid * G_grid * bracket) / (np.pi * c_au * z20 ** 2)
U_image = -C3 / z20 ** 3
U_sum = U_image + U_transverse
assert abs(U_sum / shift(z20) - 1) < 2e-3

# ---------- SI values ----------
C3_SI = const.e ** 2 * r2 * a0 ** 2 / (48 * np.pi * const.epsilon_0)
alpha_SI = alpha0 * 4 * np.pi * const.epsilon_0 * a0 ** 3
C4_SI = 3 * const.hbar * const.c * alpha_SI / (32 * np.pi ** 2 * const.epsilon_0)
assert abs(C3_SI / (C3 * hartree * a0 ** 3) - 1) < 1e-7
assert abs(C4_SI / (C4 * hartree * a0 ** 4) - 1) < 1e-7

print(f"Bohr radius = {a0:.6e} m")
print(f"Hartree energy = {hartree:.6e} J")
print(f"speed of light = {c_au:.4f} a.u.")
print(f"<r^2> in 1s = {r2:.6f} a0^2")
print(f"<r^4> in 1s = {r4:.6f} a0^4")
print(f"C3 from <r^2>/12 = {C3:.6f} a.u.")
print(f"C3 from frequency integral = {C3_frequency:.6f} a.u.")
print(f"C3 = {C3_SI:.5e} J m^3")
print(f"-z^3 <full image energy> at z = {z_test:.0f} a0: {C3_image_20:.6f} a.u.")
print(f"  same from three-term expansion: {predicted:.6f} a.u.")
print(f"oscillator-strength sum = {sum_rule:.6f}")
print(f"lowest excitation energy = {omega[0]:.6f} hartree")
print(f"c/omega for lowest excitation = {c_au / omega[0] * a0 * 1e9:.3f} nm")
print(f"polarizability volume = {alpha0:.6f} a0^3")
print(f"SI polarizability = {alpha_SI:.5e} C m^2/V")
print(f"C4 = {C4:.4f} a.u.")
print(f"C4 = {C4_SI:.5e} J m^4")
print(f"crossing distance C4/C3 = {C4_SI / C3_SI * 1e9:.3f} nm")
print(f"first retardation correction / predicted = {first_correction:.4f}")
print(f"z^4 Int k^3 G dk from damped modes = {fluctuation:.5f}")
print("Coulomb-gauge parts at z = 20 nm:")
print(f"  image energy = {U_image * hartree:.5e} J")
print(f"  transverse-field energy = {U_transverse * hartree:.5e} J")
print(f"  sum = {U_sum * hartree:.5e} J")
print(f"  imaginary-frequency formula = {shift(z20) * hartree:.5e} J")
print("z (nm), U (J), U/(-C3/z^3), U/(-C4/z^4):")
for z_nm in (1, 5, 20, 100, 1000):
    z = z_nm * 1e-9 / a0
    U = shift(z)
    print(f"  {z_nm:5d}  {U * hartree:.4e}  {-U * z ** 3 / C3:.4f}  {-U * z ** 4 / C4:.4f}")
print("all assertions hold")
```

Output:

```
Bohr radius = 5.291772e-11 m
Hartree energy = 4.359745e-18 J
speed of light = 137.0360 a.u.
<r^2> in 1s = 3.000000 a0^2
<r^4> in 1s = 22.500000 a0^4
C3 from <r^2>/12 = 0.250000 a.u.
C3 from frequency integral = 0.250000 a.u.
C3 = 1.61512e-49 J m^3
-z^3 <full image energy> at z = 20 a0: 0.252886 a.u.
  same from three-term expansion: 0.252883 a.u.
oscillator-strength sum = 1.000000
lowest excitation energy = 0.375000 hartree
c/omega for lowest excitation = 19.338 nm
polarizability volume = 4.500000 a0^3
SI polarizability = 7.41950e-41 C m^2/V
C4 = 73.6086 a.u.
C4 = 2.51648e-57 J m^4
crossing distance C4/C3 = 15.581 nm
first retardation correction / predicted = 0.9999
z^4 Int k^3 G dk from damped modes = 0.75000
Coulomb-gauge parts at z = 20 nm:
  image energy = -2.01890e-26 J
  transverse-field energy = 1.00828e-26 J
  sum = -1.01062e-26 J
  imaginary-frequency formula = -1.01062e-26 J
z (nm), U (J), U/(-C3/z^3), U/(-C4/z^4):
      1  -1.5456e-22  0.9570  0.0614
      5  -1.0475e-24  0.8107  0.2602
     20  -1.0106e-26  0.5006  0.6426
    100  -2.4064e-29  0.1490  0.9563
   1000  -2.5152e-33  0.0156  0.9995
all assertions hold
```
